\section*{Linear-response Hubbard $U$: what it measures and what the correction removes, part 2}

The Hubbard $U$ is computed from linear response, in Hartree atomic units. A shift $\alpha P$, with $P=|\varphi\rangle\langle\varphi|$ fixed, changes the charge $q=gn$, where $n=\mathrm{Tr}\,PD$ is the occupation per spin, $D$ the density matrix per spin, and $g=1$ (spin-up only) or $2$ (spin-restricted). With $F(\alpha)=\min_D\{E[D]+\alpha q[D]\}$ and $E(q)=F-\alpha q$,
\begin{align}
\frac{dE}{dq}&=\frac{dF}{d\alpha}\frac{d\alpha}{dq}-q\frac{d\alpha}{dq}-\alpha=-\alpha,\label{slope}\\
\frac{d^2E}{dq^2}&=-\frac{d\alpha}{dq}=-\frac1\chi .\label{curv}
\end{align}
Freezing the self-consistent reference Hamiltonian $H_0$ (levels $\varepsilon_i$ occupied, $\varepsilon_a$ empty) gives the charge $q^0$, the energy $E_{\rm KS}$ with $E_{\rm KS}''=-1/\chi_0$, and
\begin{equation}
\chi_0=2g\sum_{ia}\frac{P_{ia}^2}{\varepsilon_i-\varepsilon_a}.\label{sos}
\end{equation}
Then $U=1/\chi_0-1/\chi$. With $f$ the Hartree-exchange-correlation kernel and $\rho_0'$, $\rho'$ the bare and screened density responses to $\alpha$,
\begin{equation}
U=\iint s_0(\mathbf r)\,f(\mathbf r,\mathbf r')\,s(\mathbf r')\,d\mathbf r\,d\mathbf r',\qquad s_0=\frac{\rho_0'}{\chi_0},\quad s=\frac{\rho'}{\chi}.\label{kernel}
\end{equation}
Numerically, $\chi_{0,h}$, $\chi_h$ and $U_h$ use central differences between $\alpha_0\pm h$ (charges $q^0_\pm$, $q_\pm$; reference $q_0$).

Adding $E_U=g\,U_{\rm in}\,n(1-n)/2$ changes the holding shift to $\alpha-U_{\rm in}(\tfrac12-n)$ and gives
\begin{equation}
E_{+U}''=-\frac1{\chi_0}+U-\frac{U_{\rm in}}g,\qquad U_{\rm out}(q)=U(q)-\frac{U_{\rm in}}g .\label{out}
\end{equation}
From the uncorrected minimum $q_0=gn_0$, the released charge moves by
\begin{equation}
\delta q\approx U_{\rm in}\bigl(n_0-\tfrac12\bigr)/E_{+U}''(q_0),\label{newton}
\end{equation}

Two-site model: one electron, hopping $-t$, gap $\Delta=2t$, $x=q-\tfrac12$, energy $-2t\sqrt{q(1-q)}+\tfrac12Kx^2$ plus a constant, and $U=K=2U_s-2V$ (on-site $U_s$, intersite $V$).

Reservoir model: one spin-up level $\varepsilon$ has occupation $N=f_T(\varepsilon)=[1+e^{(\varepsilon-\mu)/T}]^{-1}$, with $N=N_0$ at $\alpha=0$ and $T$ fictitious. Its orbital is $\psi=\sqrt{1-|\xi|^2}\,\varphi+\xi$, $\xi\perp\varphi$, with $\varphi$ optimal at $N_0$, so $n=N(1-|\xi|^2)$. For the energy $G(N,\xi)$,
\begin{equation}
E''(N)=G_{NN}+G_{N\xi}\frac{d\xi}{dN}=G_{NN}-G_{N\xi}G_{\xi\xi}^{-1}G_{\xi N}.\label{relax}
\end{equation}
$G_{NN}$ is the frozen-orbital curvature. Here $U=E''(N_0)$ for every $T$, while the exact $E(N)$ is linear between integers. Plain iteration is unstable if $U|\chi_0|>1$.

\subsection{Error analysis}

\paragraph{Truncation.} The even Taylor terms of $q(\alpha_0\pm h)$ cancel in the difference, so $\chi_h=\chi+\tfrac16q'''h^2+O(h^4)$ with primes denoting $d/d\alpha$. Using $\delta(1/\chi)=-\delta\chi/\chi^2$,
\begin{equation}
U_h-U=\frac{h^2}6\left(\frac{q'''}{\chi^2}-\frac{q^{0\prime\prime\prime}}{\chi_0^2}\right)+O(h^4).
\end{equation}
The bare term has a closed form in two cases. For two sites with level difference $d+\alpha$, diagonalising the $2\times2$ matrix gives $q^0=\tfrac12-\tfrac12\,y/\sqrt{1+y^2}$ with $y=(d+\alpha)/2t$. At $d=0$,
\begin{equation}
\chi_{0,h}=-\frac1{2\sqrt{\Delta^2+h^2}}=-\frac1{2\Delta}\Bigl(1-\frac{h^2}{2\Delta^2}+\dots\Bigr).\label{twolevel}
\end{equation}
The successive derivatives of $y(1+y^2)^{-1/2}$ are $(1+y^2)^{-3/2}$, $-3y(1+y^2)^{-5/2}$ and $(12y^2-3)(1+y^2)^{-7/2}$. The third changes sign at $y^2=\tfrac14$, that is at $|q-\tfrac12|=1/(2\sqrt5)$; beyond this point the difference quotient overestimates $|\chi_0|$. For the reservoir at $N_0=\tfrac12$, $f_T=\tfrac12-\tfrac12\tanh(\alpha/2T)$ and $\tanh z=z-z^3/3+\dots$ give
\begin{equation}
\chi_{0,h}=-\frac{\tanh(h/2T)}{2h}=-\frac1{4T}\Bigl(1-\frac{h^2}{12T^2}+\dots\Bigr).\label{fermi}
\end{equation}
In these two cases the step must be small against the gap or the temperature, respectively. By \eqref{twolevel} the admissible $h$ of the two-site model goes to zero with the gap, and in general a crossing of an occupied with an empty level inside $\pm h$ invalidates the expansion.

\paragraph{Incomplete convergence.} A residual of size $\eta$ in the Hamiltonian acts as an unwanted potential. If it has a component of order $\eta$ along the direction to which $q$ responds, it shifts $q_\pm$ by about $|\chi|\eta$, and $\chi_h$ has an error of order $\eta/h$ relative to $\chi$. This is an order-of-magnitude estimate for the screened response. The bare response comes from a single diagonalisation at each shift, and a residual in $H_0$ is common to both signs of $h$, so it is not amplified by $1/h$. With $w^2=6|\chi/q'''|$ the total relative error of the screened response has the form $(h/w)^2+\eta/h$; setting the derivative $2h/w^2-\eta/h^2$ to zero gives $h=(\eta w^2/2)^{1/3}$. The width $w$ need not be of the order of the gap. In the symmetric two-site model $-\alpha=(4t+K)x+8tx^3+\dots$, which gives $w^2=(4t+K)^3/8t$; for $K>0$ this exceeds the bare value $2\Delta^2$. The step must also keep the truncation error of the bare response small.

\paragraph{Cancellation.} Relative errors of size $\epsilon$ in both responses give $|\delta U|/U\le\epsilon\,(1/|\chi_0|+1/|\chi|)/U$ to first order. Multiplying through by $|\chi_0\chi|$, the amplification equals $(|\chi_0|+|\chi|)/\bigl||\chi_0|-|\chi|\bigr|$; for $U>0$ this is $1+2/(|\chi_0|U)$, which is large when the hybridisation curvature $1/|\chi_0|$ is much greater than $U$. In the two-site model with a level difference, $U=K$ at every $q$ while $\chi_0\to0$ as $q\to0$ or $1$, so there it diverges. For a general kernel the shapes $s_0$ and $s$ in \eqref{kernel} need not stay bounded as $\chi_0\to0$, $U$ may itself grow, and the divergence does not follow.

\paragraph{The energy check.} With $a=q_+-q_0$ and $b=q_0-q_-$, the two chords have slopes $E'+\tfrac a2E''+\tfrac{a^2}6E'''+\tfrac{a^3}{24}E''''$ and $E'-\tfrac b2E''+\tfrac{b^2}6E'''-\tfrac{b^3}{24}E''''$, primes now denoting $d/dq$. Their difference times $2/(a+b)$ is
\begin{equation}
E''+\tfrac13(a-b)E'''+\tfrac1{12}(a^2-ab+b^2)E''''+\dots
\end{equation}
Since $a-b=(d^2q/d\alpha^2)h^2$ and $a,b=O(h)$, the error is $O(h^2)$. An unconverged $D$ is a trial state for the constrained problem at its own $q$, so the point $(q,E)$ lies off the curve only at order $\eta^2$. Rounding errors $\delta E$ in the three energies enter as at most $4\,\delta E/a^2$ for $a\approx b$, which sets the lower limit on $h$ for this route.

\subsection{Worked examples}

All three systems are treated in the local density approximation (Slater exchange, VWN5 correlation). Five digits are quoted where two numerical routes are compared; the values depend on functional, basis and above all on the projector, so these digits measure numerical agreement and not physical accuracy. A $U$ should be used only with the projector for which it was computed. One projector is used throughout; with several Hubbard sites the usual practice inverts the response matrices $\chi_{IJ}$ and $\chi_{0,IJ}$, which in general gives other numbers.

\paragraph{Hydrogen atom.} With the cc-pVTZ basis, full spin polarisation, $N_0=0.5$ and $h=0.0005$ Ha, the level is $\varepsilon=-0.490290$ Ha and the energy slope is $-0.490289$ Ha. The responses, in Ha$^{-1}$, give
\begin{align*}
T=0.1\ \text{Ha}:\quad U&=-\frac1{2.49999}+\frac1{1.18613}=-0.40000+0.84308=0.44308\ \text{Ha},\\
T=0.05\ \text{Ha}:\quad U&=-\frac1{4.99996}+\frac1{1.55502}=-0.20000+0.64308=0.44308\ \text{Ha}.
\end{align*}
The responses change with $T$ and $U=12.1$ eV does not. It equals the curvature $0.44308$ Ha obtained from fixed-$N$ energies and lies below the frozen-orbital $0.45943$ Ha, as \eqref{relax} requires. Both bare responses fall short of $1/4T$ in magnitude, the more so at the lower $T$, which is the direction given by \eqref{fermi}. Here $U|\chi_0|=0.443\times2.5=1.1$ at the higher and $0.443\times5.0=2.2$ at the lower temperature, both outside the range of plain iteration.

The corrected curvature is zero to five decimals at $N=0.5$, but it is $-0.096$ Ha at $N=0.25$ and $0.025$ Ha at $N=0.75$. At $N=0.25$ the uncorrected curvature has fallen to $0.345$ Ha, and $0.345-0.443=-0.098$ Ha accounts for nearly all of the residue. A fall at small $N$ is expected at frozen orbital, where the exchange energy scales as $N^{4/3}E_x(1)$ with $E_x(1)<0$ and contributes $\tfrac49N^{-2/3}E_x(1)$ against a constant Hartree curvature. At $N=0.75$ the simple difference $0.4496-0.4431=0.0065$ Ha is smaller than the computed $0.025$ Ha; the two need not agree, because $E_U$ depends on $n=N(1-|\xi|^2)$ and so on the orbital as well as on $N$. Even with the projector taken on the $N=0.75$ orbital, where $\xi=0$, the term $-2NU(\tfrac12-N)$ in $G_{\xi\xi}$ reduces the relaxation and the corrected curvature is about $0.011$ Ha; the rest comes from $\xi\neq0$ for the projector fixed at $N_0$. Because $n\ne N$, $E(1)$ rises from $-0.478348$ to $-0.476809$ Ha, by $1.54$ mHa. In a basis of 19 even-tempered $s$ Gaussians $U$ becomes $0.44321$ Ha, the frozen-orbital value $0.45988$ Ha, the curvature at $N=0.75$ $0.4479$ Ha and this rise $1.68$ mHa; the deviations quoted next move by less than $0.1$ mHa.

At $N=0.5$ the Hubbard potential vanishes and the energy gains $U/8$. The deviation from the chord $NE(1)$ becomes $-50.06+55.38-\tfrac12(1.54)=4.55$ mHa, against $4.56$ mHa computed directly. Over $N=0.1,\dots,0.9$ the largest deviation in magnitude drops from $50.06$ to $7.38$ mHa (at $N=0.2$), a factor $6.8$, and the sign changes from negative to positive at every point. A single constant $U$ overcorrects at small $N$. Since $E_U$ vanishes at $n=0$ and $n=1$ and is positive between, it cannot lower the energy at the integers.

\paragraph{H$_2^+$ at 2.5 \AA.} The basis is cc-pVTZ, $\varphi$ is the L\"owdin-orthogonalised minimal-basis $1s$ orbital of one atom, $g=1$ and $h=0.0002$ Ha. At $q=0.49736$,
\begin{equation*}
U=-\frac1{11.05534}+\frac1{1.80434}=-0.09045+0.55422=0.4638\ \text{Ha}=12.6\ \text{eV},
\end{equation*}
and the energy curvatures $0.09045$ and $0.55422$ Ha reproduce both terms. The two-site picture is close: $2\Delta=2\times0.04485=0.0897$ Ha against $0.09045$ Ha. Equation~\eqref{twolevel} predicts a relative truncation error $\tfrac12(0.0002/0.04485)^2=1.0\times10^{-5}$ in $\chi_0$, and the sum over states gives $(11.05545-11.05534)/11.055=1.0\times10^{-5}$. With $U_{\rm in}=U$ the holding shift is $-0.46376\times(0.5-0.49736)=-0.00122$ Ha, $U_{\rm out}=0$, and the curvature is $0.09045$ Ha. The exact one-electron curvature in the same basis is $0.11312$ Ha, at $q=0.49741$. The error relative to it goes from $+0.441$ Ha to $-0.023$ Ha, the latter being $20\%$ of the exact value. This remainder is the difference between the curvatures of two independent-electron Hamiltonians, the frozen Kohn--Sham one and the bare nuclear one, and by \eqref{out} it is not part of $U$. This $U$ is close in size to the atomic value, but it is a charge-transfer curvature of the type $2U_s-2V$ and not the same quantity: with the atomic $U_s=0.443$ Ha and $V=1/R$ one finds $0.886-0.423=0.463$ Ha, and the computed $U$ changes with the bond length, to $0.377$ Ha at $2.0$ \AA\ and $0.531$ Ha at $3.0$ \AA. These values are not basis-converged: in cc-pVQZ at $2.5$ \AA, $U=0.459$ Ha ($12.5$ eV), $-1/\chi_0=0.0921$ Ha, the exact curvature is $0.1162$ Ha and the remainder is $21\%$.

\paragraph{LiH at 1.6 \AA.} The basis is cc-pVDZ, the state is spin-restricted, $\varphi$ is the corresponding hydrogen $1s$ orbital, $g=2$ and $h=0.0005$ Ha. At $n=0.73678$,
\begin{equation*}
U=-\frac1{5.11447}+\frac1{3.07859}=-0.19552+0.32482=0.12930\ \text{Ha}=3.5\ \text{eV}.
\end{equation*}
The kernel form \eqref{kernel} gives $0.22875-0.09946=0.1293$ Ha from its Hartree and exchange-correlation parts. The cancellation factor is $(0.19552+0.32482)/0.12930=4.0$. The value is not basis-converged: $U$ falls to $0.123$ Ha in cc-pVTZ and $0.122$ Ha ($3.3$ eV) in aug-cc-pVTZ, about $5\%$ lower, with $n\approx0.742$. The difference quotient here exceeds the sum over states, $5.11444$ Ha$^{-1}$, in magnitude, opposite to H$_2^+$. The two-site model shows that the truncation error can have either sign; LiH has more than two active levels, and the sign found for it is not derived here.

With $U_{\rm in}=U$ the result is $U_{\rm out}=0.06465$ Ha, half of $U$, and the curvature is $0.19552+0.06465=0.26017$ Ha. With $U_{\rm in}=2U$ it is $U_{\rm out}=0$ and $0.19552$ Ha, within the spin restriction; the restricted state at $q_0$ becomes unstable against spin polarisation at $U_{\rm in}\approx0.271$ Ha, only $5\%$ above $2U=0.259$ Ha. Releasing the constraint at $U_{\rm in}=U$, the estimate \eqref{newton} is $\delta q=0.12930\times0.23678/0.26017=0.118$, or $\delta n=0.059$. The self-consistent shift is $0.05265$, to $n=0.78943$, so the estimate is $12\%$ high relative to it. The slope changes by $0.03062$ Ha over $\delta q=2\times0.05265$, a mean curvature of $0.291$ Ha, larger than the value at $q_0$. The curvature thus changes between the two states. This alone does not tell how the change divides between $-1/\chi_0$ and $U$, so both responses have to be recomputed at the final state, and a cancellation established at $q_0$ is not guaranteed there. At $n=0.789$ the responses give $-1/\chi_0=0.275$ Ha and $U=0.119$ Ha: the growth comes from the hybridisation part, while $U$ falls by $8\%$.

The numerical check asserts, for both molecules with and without $E_U$, \eqref{curv}, its independent-electron analogue and \eqref{sos} to $2\times10^{-4}$ relative, \eqref{slope} to $5\times10^{-5}$ Ha and $U_{\rm out}$ in \eqref{out} to $3\times10^{-4}U$; for LiH it asserts \eqref{kernel} to $5\times10^{-4}$ relative, and for the atom $U=E''(\tfrac12)$ and the vanishing corrected curvature to $10^{-4}$ Ha.

\section*{Table of computed values}
\begin{verbatim}
H atom, spin-polarised LDA, cc-pVTZ, reference N = 0.5
eps(0.5) = -0.490290 Ha, dE/dN = -0.490289 Ha
d2E/dN2 relaxed = 0.44308 Ha, frozen orbital = 0.45943 Ha
T = 0.1 Ha: chi0 = -2.49999, chi = -1.18613 1/Ha, U = 0.44308 Ha
T = 0.05 Ha: chi0 = -4.99996, chi = -1.55502 1/Ha, U = 0.44308 Ha
U(H) = 0.44308 Ha = 12.057 eV, U/8 = 0.05538 Ha
N = 0.25: d2E/dN2 LDA = 0.34500 Ha, LDA+U = -0.09648 Ha
N = 0.5: d2E/dN2 LDA = 0.44308 Ha, LDA+U = -0.00000 Ha
N = 0.75: d2E/dN2 LDA = 0.44957 Ha, LDA+U = 0.02530 Ha
E(1): LDA = -0.478348 Ha, LDA+U = -0.476809 Ha
N = 0.1: E(N)-N E(1) LDA = -13.55 mHa, LDA+U = 6.20 mHa
N = 0.2: E(N)-N E(1) LDA = -27.71 mHa, LDA+U = 7.38 mHa
N = 0.3: E(N)-N E(1) LDA = -39.08 mHa, LDA+U = 6.96 mHa
N = 0.4: E(N)-N E(1) LDA = -46.67 mHa, LDA+U = 5.88 mHa
N = 0.5: E(N)-N E(1) LDA = -50.06 mHa, LDA+U = 4.56 mHa
N = 0.6: E(N)-N E(1) LDA = -49.02 mHa, LDA+U = 3.24 mHa
N = 0.7: E(N)-N E(1) LDA = -43.48 mHa, LDA+U = 2.04 mHa
N = 0.8: E(N)-N E(1) LDA = -33.42 mHa, LDA+U = 1.07 mHa
N = 0.9: E(N)-N E(1) LDA = -18.91 mHa, LDA+U = 0.37 mHa
H2+, R = 2.5 Angstrom, LDA, cc-pVTZ, g = 1, h = 0.0002 Ha
E = -0.547490 Ha, q = 0.49736, n = 0.49736, KS gap = 0.04485 Ha
chi0 = -11.05534 (sum over states -11.05545), chi = -1.80434 1/Ha
-1/chi0 = 0.09045 Ha, d2E_KS/dq2 = 0.09045 Ha
-1/chi = 0.55422 Ha, d2E/dq2 = 0.55422 Ha
U = 0.46376 Ha = 12.620 eV
U_in = 1U: alpha = -0.00122, dE/dq = 0.00122 Ha
   d2E/dq2 = 0.09045 Ha, U_out = -0.00000 Ha
exact one-electron: q = 0.49741, d2E/dq2 = 0.11312 Ha
LiH, R = 1.6 Angstrom, restricted LDA, cc-pVDZ, g = 2, h = 0.0005 Ha
E = -7.913181 Ha, q = 1.47355, n = 0.73678, KS gap = 0.10704 Ha
chi0 = -5.11447 (sum over states -5.11444), chi = -3.07859 1/Ha
-1/chi0 = 0.19552 Ha, d2E_KS/dq2 = 0.19552 Ha
-1/chi = 0.32482 Ha, d2E/dq2 = 0.32482 Ha
U = 0.12930 Ha = 3.518 eV
U_in = 1U: alpha = 0.03062, dE/dq = -0.03062 Ha
   d2E/dq2 = 0.26017 Ha, U_out = 0.06465 Ha
U_in = 2U: alpha = 0.06123, dE/dq = -0.06123 Ha
   d2E/dq2 = 0.19552 Ha, U_out = 0.00000 Ha
kernel form: Hartree = 0.22875, xc = -0.09946, sum = 0.12930 Ha
unconstrained LDA+U (U_in = U): n = 0.78943, shift = 0.05265
\end{verbatim}
